# Choosing hop and decoherence settings in surface-hopping simulations of photoinduced bond rupture

## The decision

Suppose a vacuum-ultraviolet photon has excited a Si–CH3 bond in a low-k film, and you want the chance that the bond breaks within a few hundred femtoseconds. A surface-hopping calculation asks for a time step, a velocity rule at hops, a treatment of refused hops and a decoherence correction. These choices can change the predicted yield, and they fail in different ways. This guide derives what each does in a one-dimensional, two-state model, for which a wave packet on a grid supplies the reference.

## The surfaces and their coupling

Let $x$ be the bond stretch from the ground-state length, $v$ its velocity and $M$ the reduced mass. A bound excited diabat $V_1$ crosses a repulsive diabat $V_2$, with constant real coupling $C>0$. Define $S=(V_1+V_2)/2$ and $\Delta=(V_1-V_2)/2$. The electronic Hamiltonian is

$$H=\begin{pmatrix}S+\Delta&C\\C&S-\Delta\end{pmatrix}.$$

Write $\Delta=W\cos2\theta$ and $C=W\sin2\theta$, so $W=\sqrt{\Delta^2+C^2}$. The vectors

$$\phi_+=\binom{\cos\theta}{\sin\theta},\qquad \phi_-=\binom{-\sin\theta}{\cos\theta}$$

are eigenvectors with energies $E_\pm=S\pm W$. For example, the first component of $(H-S)\phi_+$ is $W(\cos2\theta\cos\theta+\sin2\theta\sin\theta)=W\cos\theta$. Since $W'=\Delta\Delta'/W$, the force on each adiabat is $-(S'\pm\Delta\Delta'/W)$.

Differentiating the vectors gives $\phi_+'=\theta'\phi_-$ and $\phi_-'=-\theta'\phi_+$. Differentiating $\tan2\theta=C/\Delta$ gives $2\theta'W^2/\Delta^2=-C\Delta'/\Delta^2$, hence

$$\langle\phi_-|\phi_+'\rangle=\theta'=-\frac{C\Delta'}{2W^2}.$$

The coupling is therefore concentrated where $|\Delta|\lesssim C$.

## Why the hop probability has its form

Along a trajectory $x(t)$, insert $\psi=c_+\phi_++c_-\phi_-$ in $i\hbar\dot\psi=H\psi$. The moving basis contributes $v\theta'(c_+\phi_--c_-\phi_+)$ to $\dot\psi$. Projection on the two states gives

$$\dot c_+=-\frac{i}{\hbar}E_+c_++v\theta'c_-,\qquad
\dot c_-=-\frac{i}{\hbar}E_-c_--v\theta'c_+.$$

Multiplying the first equation by $c_+^*$ and taking twice the real part removes the energy term:

$$\frac{d|c_+|^2}{dt}=2v\theta'\,\mathrm{Re}(c_+^*c_-).$$

The lower population changes by the opposite amount, so the norm is conserved.

Each trajectory moves on one active state $a$. Imagine many trajectories on a common path, with a fraction $|c_a|^2$ active on $a$. If $|c_a|^2$ falls by $\delta$ in a step, the net transfer out of $a$ must be $\delta$. Transfers back would have to be compensated by extra transfers out, so the fewest switches occur when there are none back. Dividing $\delta$ by the fraction available gives

$$g=\max\left[0,\frac{|c_a(t)|^2-|c_a(t+dt)|^2}{|c_a(t)|^2}\right].$$

This argument needs a common path and no refused hops. Real ensembles can violate both conditions, and the remaining settings deal with the consequences.

## What one crossing does

For weak coupling and constant speed, let $F_{12}$ be the absolute difference of the diabatic slopes. The diabatic gap is $F_{12}vt$ in magnitude, its phase is $F_{12}vt^2/(2\hbar)$, and first-order perturbation theory gives the transfer probability

$$\frac{C^2}{\hbar^2}\left|\int_{-\infty}^{\infty}e^{iF_{12}vt^2/(2\hbar)}dt\right|^2
=\frac{C^2}{\hbar^2}\,\frac{2\pi\hbar}{F_{12}v}
=\frac{2\pi C^2}{\hbar vF_{12}}.$$

The Landau–Zener result, taken here as known, extends this to any coupling on a linear crossing. The probability of staying on the same diabat is

$$P=\exp\left(-\frac{2\pi C^2}{\hbar vF_{12}}\right).$$

Strong coupling or slow motion gives $P\to0$: the bond follows the lower adiabat and breaks on the first outward pass. Weak coupling or fast motion gives $P\to1$, and rupture needs many passes.

The example uses

$$V_1=E_1+D_1[1-e^{-a(x-x_1)}]^2,$$
$$V_2=V_\infty+(E_c-V_\infty)e^{-b(x-x_c)},$$

with $E_1=6.8$ eV, $D_1=2.0$ eV, $a=14.5$ nm$^{-1}$, $x_1=0.03$ nm, $V_\infty=3.8$ eV, $b=10$ nm$^{-1}$, $x_c=0.045$ nm and $C=0.07$ eV. Energies are measured from the ground-state minimum. The crossing energy is $E_c=V_1(x_c)=6.876$ eV, and $F_{12}=39.89$ eV/nm.

With $M=9.79$ amu, or $1.015\times10^5$ eV fs$^2$/nm$^2$, vertical excitation at $x=0$ gives 7.390 eV. The crossing speed is

$$v=\sqrt{\frac{2(7.390-6.876)}{1.015\times10^5}}=0.00318\ \text{nm/fs}.$$

The exponent is $2\pi(0.07)^2/(0.6582\times0.00318\times39.89)=0.369$, so $P=0.692$ and the switching probability is $1-P=0.308$. Direct integration of the amplitude equations on the linear crossing gives $P=0.691$. On that common path, 20,000 random histories followed the electronic population to within 0.006 at all sampled times.

## Setting one: the time step and the velocity rule

Between hops, velocity Verlet uses

$$\delta x=v\,dt+\frac{F}{2M}dt^2,\qquad v_{\rm new}=v+\frac{F+F_{\rm new}}{2M}dt.$$

The kinetic energy gained is $\frac12(F+F_{\rm new})\,\bar v\,dt$, where $\bar v$ is the mean of the old and new velocities. The potential energy lost is $\frac12(F+F_{\rm new})\delta x+O(\delta x^3)$, by the trapezoidal rule. These nearly cancel, because

$$\bar v\,dt-\delta x=\frac{F_{\rm new}-F}{4M}dt^2=O(dt^3).$$

The energy error per step is therefore $O(dt^3)$. A fixed duration contains a number of steps proportional to $1/dt$, so the accumulated error is at most of order $dt^2$ on a smooth surface. With hops disabled, the largest error over 60 fs fell from 0.38 to 0.10 meV when the step was halved from 0.2 to 0.1 fs, a ratio of 3.8.

A hop from $a$ to $b$ changes the potential energy at fixed $x$. Conservation requires

$$\tfrac12Mv'^2=\tfrac12Mv^2+E_a-E_b.$$

If the right side is negative, no real velocity exists and the hop must be refused. Otherwise $v'$ keeps the sign of $v$. In several dimensions, with mass-weighted velocity $\mathbf v$ adjusted along a unit vector $\mathbf u$, set $\mathbf v'=\mathbf v+\lambda\mathbf u$. Energy balance becomes

$$\lambda^2+2\lambda\,\mathbf v\cdot\mathbf u+2(E_b-E_a)=0.$$

A real root requires $(\mathbf v\cdot\mathbf u)^2\geq2(E_b-E_a)$. Only motion along $\mathbf u$ can pay for the hop, so the adjustment direction is itself a physical setting. Adjusting along the full velocity makes more energy available and refuses fewer hops.

In the example, the largest energy error in the runs with rescaled hops was 1.7 meV. In a control run without rescaling it reached 1.47 eV. Rescaling should stay on, whatever yield results without it.

Energy conservation does not show that the electronic motion is resolved. The time spent where the diabatic gap is below $2C$ in magnitude is $4C/(F_{12}v)=2.2$ fs here, or eleven steps of 0.2 fs. Halving that step changed the damped 200 fs yield from 0.627 to 0.631. For $N$ independent trajectories and yield $Y$, the sampling error is $\sqrt{Y(1-Y)/N}$, or 0.009 for $N=3000$, so this change is not significant.

## Setting two: refused hops

Near the crossing, the lower adiabat has a barrier at 6.819 eV and the upper adiabat has a minimum at 6.936 eV. Between these energies a classical trajectory can break the bond but cannot occupy the upper state.

To isolate this window, 3000 identical trajectories started at rest 0.020 eV below the upper minimum, without damping. All 2454 attempted hops were refused; a trajectory may try more than once. No trajectory ended on the upper state, yet the upper electronic population was 0.46. Refusal has protected energy conservation at the cost of consistency between trajectories and amplitudes.

The value 0.46 can be understood from the path. At $x_c$ the lower adiabat lies $C$ below the crossing, so the kinetic energy there is $6.916-6.876+0.070=0.110$ eV and the speed is 0.00147 nm/fs. Landau–Zener with that speed gives $P=0.45$. The amplitudes respond to the speed on the active surface and do not know that the other state is closed.

Two possible rules are to keep or to reverse the velocity after refusal. Both conserve energy, so energy conservation cannot choose between them. To compare them, the bond was started with a mean stretch of 0.015 nm, near the threshold. Of 3720 attempted hops, 1159 were refused, or 31%. For the relaxed bond the share was 75 of 7218, about 1%. Both counts are from damped runs that keep the velocity.

The strained yields at 200 fs, with damping on in all trajectory runs, were:

- wave packet: 0.837;
- velocity kept: 0.881;
- velocity reversed: 0.855;
- hops not rescaled: 0.782.

Reversal is closer to the reference at 200 fs, but it delays rupture: at 80 fs it gives about 0.50, against 0.67 for the wave packet and 0.70 with the velocity kept. The comparison therefore establishes no preference for either rule. The cause of the excess yield in the two energy-conserving runs was not isolated. The practical use of the comparison is as a sensitivity test: if many hops are refused, run both rules and treat their difference as part of the method uncertainty.

## Setting three: decoherence

After the first outward pass, one branch stays on $V_1$ and turns back, while the other leaves on $V_2$. A trajectory on $V_1$ nevertheless carries amplitudes for both, with a relative phase accumulated along its own path. When it returns, the amplitudes interfere as if the departed branch had returned with it.

For two identical linear crossings, the two contributions to the final $V_1$ amplitude have magnitudes $P$ and $1-P$. With relative phase $\varphi$, the final populations are

$$p_1=P^2+(1-P)^2+2P(1-P)\cos\varphi,$$
$$p_2=1-p_1=2P(1-P)(1-\cos\varphi).$$

A returning trajectory is on the upper adiabat, whose population is $P$. On the inner side of the crossing the upper adiabat is $V_2$, so switching diabats means remaining on the upper adiabat. If the population changes monotonically during the pass, the fewest-switches rule gives this outcome the probability

$$\min\left[1,\frac{p_2}{P}\right]=\min[1,2(1-P)(1-\cos\varphi)].$$

For $P=0.692$ this ranges from 0 to 1. Population changes that reverse within the pass lower this probability. For instance, if the upper population first rises and then falls, its peak value replaces $P$ in the denominator. If the inactive amplitude has vanished before the return, the result is simply $1-P$. Without the cap and the reversals, the undamped result averaged over $\varphi$ would be $2(1-P)$, twice as large. The surviving amplitude can therefore bias the mean as well as produce fringes.

The phase is very sensitive to energy. Approximate the outer part of $V_1$ by a constant restoring force $f$, and the diabatic gap by $F_{12}s$ at distance $s$ beyond the crossing. The outward time is $T=Mv/f$, and

$$\int_0^T s\,dt=\frac{vT^2}{2}-\frac{fT^3}{6M}=\frac{M^2v^3}{3f^2}.$$

Counting the return as well,

$$\varphi\simeq\frac{2F_{12}M^2v^3}{3\hbar f^2},$$

apart from a constant crossing phase. Setting $V_1=7.390$ eV gives an outer turning point at 0.084 nm, so $f\simeq0.514/0.039=13$ eV/nm and $\varphi\simeq80$ rad. In this approximation $\varphi\propto v^3$, so it scales as the $3/2$ power of the kinetic energy at the crossing. Moving the start from 0 to $-0.002$ nm raises $V_1$ by 0.103 eV and hence changes $\varphi$ by about $80\times1.5\times0.103/0.514\simeq24$ rad. The curvature of the surfaces, neglected here, lowers both the phase and its change by roughly a tenth.

Nine starts across this interval, all at rest, gave undamped switching fractions from 0.03 to 0.88 on the first return. The estimated phase change is about 3 rad between neighbouring starts, so the scan shows the sensitivity but does not resolve the fringes.

The correction used here multiplies the inactive amplitude by $e^{-dt/\tau}$ and renormalizes the active one, with

$$\frac1\tau=\frac{2W}{\hbar}\,\frac{E_{\rm kin}}{E_{\rm kin}+E_0},\qquad E_0=0.1\ \text{hartree}=2.72\ \text{eV}.$$

This energy-based rate is a prescription, not a consequence of the two-state Schrödinger equation. It damps slowly near a turning point and quickly where the gap and kinetic energy are large. In the same scan it gave a mean switching fraction of 0.31, against a Landau–Zener mean of 0.30. Its range was 0.09. With 400 trajectories per start, of which about 280 are expected to return, the sampling error of each value is 0.028, and nine random values with that error would typically span about 0.08.

## What damping does to the yield

The relaxed ensemble samples the Wigner distribution of a Gaussian ground state with vibrational quantum 0.09 eV. Its position width is 0.0049 nm. Both the trajectories and the wave packet start on the lower adiabat, and rupture means $x>0.2$ nm. The yields are:

| Time (fs) | Wave packet | Undamped | Damped |
|---:|---:|---:|---:|
| 80 | 0.315 | 0.298 | 0.303 |
| 120 | 0.424 | 0.434 | 0.407 |
| 160 | 0.604 | 0.625 | 0.564 |
| 200 | 0.624 | 0.681 | 0.627 |

The first-pass Landau–Zener average over the ensemble is 0.315, which accounts for the yield at 80 fs. Later passes add to it. Damping clearly improves the result at 200 fs. It does not do so at every time: at 160 fs the damped yield is 0.040 below the reference, more than four times the sampling error of 0.009, and the undamped yield is no worse. Averaging over initial conditions also hides much of the fringe pattern, but it need not remove the bias: over the nine starts above, the mean undamped switching fraction is 0.42, against 0.31 with damping. A plausible total yield therefore does not prove that the amplitudes are sound.

The internal populations expose the undamped inconsistency directly. At 200 fs the active upper-state fraction and the mean upper electronic population differ by 0.33 without damping and by 0.009 with it. Damping moves amplitude onto the active state, so it produces this agreement by construction. A rate fast enough to act during the crossing itself closes the difference further while suppressing hops and pushing the yield away from the reference. A large difference signals a fault, but a small one does not show that the yield is right. For the strained bond, where most rupture happens early, damping changes the 200 fs yield only from 0.893 to 0.881.

At the first return, damping is appropriate because the dissociating branch does not come back. Later passes are less clear-cut, since both branches left inside the crossing reach it again. If two branches return to the crossing together and overlap in position and momentum, their interference is real, and the same correction can erase it. A wave-packet calculation on a reduced model is then the better guide.

## How far this carries to a low-k film

The mass, vibrational quantum and fragment energy are rough values for a Si–CH3 bond, and the excitation corresponds to 168 nm light. The excited curves and the coupling are round model parameters, not computed electronic structure. The coupling matters greatly: doubling $C$ multiplies the Landau–Zener exponent by four and raises one-pass switching from 0.31 to 0.77. The yields are therefore not predictions for a particular film.

Other omissions can be sized:

- Anchoring the silicon rigidly raises the mass to that of CH3 and one-pass switching to 0.37.
- At 673 K, a rough curing temperature, the initial widths grow by a factor 1.24; the damped yield becomes 0.638, a change within sampling error.
- A field of 1 MV/cm acting on one elementary charge moved by $x_c$ shifts the energy by 4.5 meV, small beside $C$.
- The energy scale for tunnelling at the lower barrier is 16 meV. About 3% of the strained ensemble starts below that barrier.
- With an assumed vibrational lifetime of 1 ps, 18% of the vibrational energy is lost by 200 fs. Removing that share of the initial 0.59 eV lowers the crossing energy margin to 0.41 eV and raises one-pass switching to about 0.34.

The assumption a real film breaks most plainly is free flight. Broken bonds have a mean stretch of 1.1 nm at 200 fs, comparable with a small pore. In a film the methyl group can strike a wall and recombine. If a fraction $r$ recombines, the lasting yield is $(1-r)$ times the calculated one; this model does not determine $r$.

## Recommended use

For a problem of this kind, rescale velocities at hops and reduce the time step until both the energy error and the yield are stable. Record refused hops separately from accepted ones. If refusals are frequent, compare the keep and reverse rules. If trajectories recross while another branch departs, use a decoherence correction, and compare active fractions with electronic populations. A large difference rules out trusting the yield. A small one with damping on does not validate it; that needs a reference such as a wave packet on a reduced model. The numerical output below gives the full set of values.

## Values computed for the example and the checks

```
Reduced mass: 9.79 amu
V1: E1=6.8 eV, D1=2.0 eV, a=14.5 /nm, x1=0.03 nm
V2: asymptote=3.8 eV, b=10.0 /nm; crossing xc=0.045 nm
Coupling C: 0.07 eV; ground quantum: 0.09 eV
Initial widths: 0.00487 nm, 0.000666 nm/fs
Rupture limit: 0.2 nm; strained start: 0.015 nm
Trajectories: 3000; time step: 0.2 fs; end: 200 fs
Vertical energy, relaxed: 7.390 eV
Photon wavelength: 167.8 nm
Vertical energy on V1 branch, strained: 6.913 eV
Crossing energy: 6.876 eV
Lower barrier: 6.819 eV; upper minimum: 6.936 eV
Slope difference: 39.89 eV/nm
Crossing speed: 0.00318 nm/fs
Landau-Zener diabatic probability: 0.6917
Integrated diabatic probability: 0.6911
Largest switch/population gap, common path: 0.0056
One-surface energy error, dt=0.2 fs: 0.3810 meV
One-surface energy error, dt=0.1 fs: 0.1000 meV
Ratio of energy errors: 3.809
Largest energy error with hops: 1.743 meV
Largest error, unscaled hops: 1.473 eV
Mean first-pass Landau-Zener rupture: 0.3149
Rupture fractions: time fs, wave packet, undamped, damped
Relaxed 80: 0.3147, 0.2983, 0.3027
Relaxed 120: 0.4244, 0.4337, 0.4067
Relaxed 160: 0.6042, 0.6247, 0.5640
Relaxed 200: 0.6235, 0.6807, 0.6273
Strained 80: 0.6685, 0.7030, 0.7037
Strained 120: 0.7350, 0.7727, 0.7710
Strained 160: 0.8143, 0.8537, 0.8367
Strained 200: 0.8368, 0.8930, 0.8810
Wave-packet change, coarser grid and step: 0.00024
Relaxed damped rupture, dt=0.1 fs: 0.6307
Relaxed damped hops: 7143 accepted, 75 refused
Strained damped hops: 2561 accepted, 1159 refused
Strained rupture, reversal: 0.8553
Strained rupture, unscaled: 0.7820
Closed case: start 0.01485 nm, 2454 refused
Closed case upper: active 0.0000, amplitude 0.4606
Population mismatch, relaxed undamped: 0.3305
Population mismatch, relaxed damped: 0.0092
Scan starts (nm): -0.00200 -0.00175 -0.00150 -0.00125 -0.00100 -0.00075 -0.00050 -0.00025 0.00000
Return switching, undamped: 0.178 0.575 0.500 0.272 0.876 0.027 0.688 0.491 0.204
Return switching, damped: 0.318 0.340 0.289 0.292 0.250 0.303 0.344 0.325 0.323
Scan ranges: undamped 0.849, damped 0.094
Scan mean: damped 0.309, LZ 0.297
673 K: width factor 1.240, rupture 0.6383
Anchored Si: one-pass switching 0.3667 vs 0.3083
1 MV/cm, one charge moved by xc: 4.50 meV
Tunnelling energy scale: 16.26 meV
Strained fraction below barrier: 0.0287
Energy loss fraction by 200 fs, assumed 1 ps life: 0.181
Mean stretch of broken bonds at 200 fs: 1.115 nm
```
